# Why the conductivity mass underestimates single-valley donor binding

## Definitions and conventions

A conduction-band valley has the mass $m_l$ along its axis $z$ and the mass $m_t<m_l$ in the two transverse directions, both in units of the free-electron mass $m_0$. A positive donor charge is screened by a constant $\varepsilon$. The envelope $F(\mathbf r)$ of the bound electron obeys

$$H=-\frac{\hbar^2}{2m_0}\left[\frac{\partial_x^2+\partial_y^2}{m_t}+\frac{\partial_z^2}{m_l}\right]-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}.$$

This single-valley model assumes parabolic bands and omits the chemical core of the donor and the coupling between valleys. The zero of energy is the band edge. The binding energy $B$ is minus the lowest eigenvalue, so it is positive.

With $a_0$ the Bohr radius and $\mathrm{Ry}$ the Rydberg energy, let

$$a_t=\frac{\varepsilon a_0}{m_t},\qquad R_t=\frac{m_t}{\varepsilon^2}\mathrm{Ry},\qquad \gamma=\frac{m_t}{m_l}.$$

Since $\hbar^2/(2m_0m_ta_t^2)=R_t$ and $e^2/(4\pi\varepsilon_0\varepsilon a_t)=2R_t$, measuring lengths in $a_t$ and energies in $R_t$ gives

$$H=-\partial_x^2-\partial_y^2-\gamma\partial_z^2-\frac2r,\qquad \beta=\frac{B}{R_t}.$$

The conductivity mass is defined by

$$\frac1{m_c}=\frac13\left(\frac2{m_t}+\frac1{m_l}\right),\qquad \frac{m_c}{m_t}=\frac3{2+\gamma}.$$

## The belief and its appeal

The belief is that the anisotropic donor is a hydrogen atom of mass $m_c$, with binding $B_c=\mathrm{Ry}\,m_c/\varepsilon^2$.

It has a sound starting point. If equivalent valleys are equally populated and share one isotropic scattering time, the current in a weak field is proportional to the average of their inverse mass tensors. In a cubic crystal this average is isotropic and equals $1/m_c$. Current is linear in the inverse mass, so averaging is correct there.

A ground-state energy is not linear in the inverse mass. Let $H_x,H_y,H_z$ be the donor Hamiltonians with the heavy axis along $x$, $y$ and $z$. They differ by a rotation, so each has lowest energy $-B$. Their mean $\bar H=(H_x+H_y+H_z)/3$ is hydrogen with mass $m_c$. In the normalized ground state $\phi$ of $\bar H$,

$$-B_c=\langle\phi|\bar H|\phi\rangle=\frac13\sum_i\langle\phi|H_i|\phi\rangle\ge-B,$$

because no expectation value of $H_i$ lies below its lowest eigenvalue. Hence $B_c\le B$. Averaging the inverse masses first can lose binding and cannot add any.

## What the conductivity mass does give

Take any real spherical envelope $f(r)$. Since $\partial_i f=f'(r)x_i/r$ and the angular average of $x_i^2/r^2$ is $1/3$, each direction carries a third of $\int f'^2d^3r$. The mean energy is therefore

$$E[f]=\frac{\int_0^\infty(\kappa r^2f'^2-2rf^2)\,dr}{\int_0^\infty r^2f^2\,dr},\qquad \kappa=\frac{2+\gamma}3.$$

To find its minimum, expand a square:

$$\kappa\int r^2\left(f'+\frac f\kappa\right)^2dr=\kappa\int r^2f'^2dr+\int 2r^2ff'\,dr+\frac1\kappa\int r^2f^2dr.$$

Because $2ff'=(f^2)'$, integration by parts turns the middle term into $-2\int rf^2dr$; the boundary term vanishes for a bound envelope. Solving for the numerator of $E[f]$ gives

$$E[f]=-\frac1\kappa+\frac{\kappa\int r^2(f'+f/\kappa)^2dr}{\int r^2f^2dr}\ge-\frac1\kappa.$$

Equality requires $f'=-f/\kappa$, so $f\propto e^{-r/\kappa}$. The best spherical binding is

$$\beta_c=\frac1\kappa=\frac3{2+\gamma},\qquad B_c=R_t\beta_c=\frac{m_c}{\varepsilon^2}\mathrm{Ry}.$$

The conductivity mass thus gives the best bound from all spherical envelopes, not merely from exponentials. No refinement of the radial profile can improve it. What is missing is angular.

## A flattened orbit binds more

Give a trial shape an overall length $a$. If $K$ and $P$ are its mean kinetic energy and mean $1/r$ at $a=1$, then

$$E(a)=\frac K{a^2}-\frac{2P}a=K\left(\frac1a-\frac PK\right)^2-\frac{P^2}K.$$

The best length is $a=K/P$ and the binding is $P^2/K$.

Now take the ellipsoidal exponential

$$F=\exp\left[-\sqrt{\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2}}\right],\qquad t=\frac ba<1.$$

Set $a=1$ and $z=tw$. In the coordinates $(x,y,w)$ the function is $e^{-s}$, with $s$ the radius there. Each mean squared derivative is $1/3$, and $\partial_z=t^{-1}\partial_w$, so

$$K=\frac13\left(2+\frac\gamma{t^2}\right).$$

With $\nu=w/s$, the true distance is $r=s\sqrt{1-(1-t^2)\nu^2}$. The radial average is $\langle1/s\rangle=\int se^{-2s}ds/\int s^2e^{-2s}ds=1$. What remains is the angular average

$$P=\int_0^1\frac{d\nu}{\sqrt{1-(1-t^2)\nu^2}}=\frac{\arccos t}{\sqrt{1-t^2}}.$$

For a slight flattening, $t=1-\delta$, we have $1-t^2\simeq2\delta$. The integrand is then $1+\delta\nu^2$, and

$$P\simeq1+\frac\delta3,\qquad K\simeq\frac{2+\gamma+2\gamma\delta}3.$$

Therefore

$$\frac{d\ln(P^2/K)}{d\delta}\bigg|_{0}=\frac23-\frac{2\gamma}{2+\gamma}=\frac{4(1-\gamma)}{3(2+\gamma)}>0.$$

Some flattened envelope beats the best sphere whenever $m_l>m_t$. The true binding is at least that of any trial envelope, so $B>B_c$ strictly.

The energy balance follows from the length scaling. At the best length, $K/a^2=P^2/K$ and $-2P/a=-2P^2/K$: the kinetic energy equals the binding and the potential energy is minus twice the binding. The true ground state is also stationary under a change of length, so it obeys the same relation. Relative to the best sphere it has a higher kinetic energy by $B-B_c$ and a lower Coulomb energy by $2(B-B_c)$. Motion along the heavy axis is cheap to confine, and the orbit uses this to move charge closer to the donor.

## How large the error can become

Two upper bounds complement the trial energies. First, $\gamma<1$, so replacing the transverse kinetic coefficients by $\gamma$ lowers the energy. The result is hydrogen of mass $m_l$, hence $B\le\mathrm{Ry}\,m_l/\varepsilon^2$.

Secondly, drop the positive $z$ kinetic energy and replace $1/r$ by the larger $1/\rho$, where $\rho^2=x^2+y^2$. Both changes lower the energy and leave planar hydrogen. For $g=e^{-2\rho}$,

$$-g''-\frac{g'}\rho-\frac2\rho g=\left(-4+\frac2\rho-\frac2\rho\right)g=-4g.$$

This function has no node and is the planar ground state. Thus $\beta\le4$.

Consider the limit $\gamma\to0$ at fixed $m_t$. The spherical binding tends to $3/2$. For the ellipsoid, let $t\to0$ slowly enough that $\gamma/t^2\to0$. Then $P\to\pi/2$, $K\to2/3$ and $P^2/K\to3\pi^2/8\simeq3.70$. A better trial function is $e^{-2\rho}$ times a Gaussian in $z$ of width $\sigma$. Let $\sigma\to0$ slowly enough that $\gamma/\sigma^2\to0$. The $z$ kinetic energy then vanishes and the mean of $1/r$ tends to that of $1/\rho$, so the binding tends to the planar value 4. Since 4 is also the upper bound, it is the true limit, and the conductivity mass recovers only 37.5 % of it.

At the other end, weak anisotropy, use the donor units belonging to $m_c$ and put

$$\frac{m_c}{m_t}=1+\eta,\qquad \frac{m_c}{m_l}=1-2\eta.$$

The definition of $m_c$ fixes this pairing. The Hamiltonian becomes

$$H=H_0+\eta D,\qquad H_0=-\nabla^2-\frac2r,\qquad D=3\partial_z^2-\nabla^2.$$

For a radial function, $\partial_z^2f=f'/r+\mu^2(f''-f'/r)$ with $\mu=z/r$, and $\nabla^2f=f''+2f'/r$. Hence $Df=(3\mu^2-1)(f''-f'/r)$. Applied to $\phi=e^{-r}/\sqrt\pi$,

$$D\phi=\frac2{\sqrt\pi}P_2(\mu)\left(1+\frac1r\right)e^{-r}.$$

This is a pure $d$ wave, orthogonal to $\phi$, so the first-order shift is zero. The second-order shift is $\eta^2\langle\phi|D|\chi\rangle$, where $(H_0+1)\chi=-D\phi$.

Expand $\chi=P_2(\mu)\sum_{n\ge3}c_nS_n(r)$ in

$$S_n=r^2e^{-r}L^{(5)}_{n-3}(2r).$$

These are $d$-wave solutions of hydrogen with nuclear charge $n$ and energy $-1$. Replacing the attraction $2n/r$ by $2/r$ leaves $(H_0+1)P_2S_n=[2(n-1)/r]P_2S_n$. The Laguerre polynomials make the $S_n$ orthogonal with weight $r\,dr$, with norm

$$N_n=\int_0^\infty rS_n^2dr=\frac1{64}\frac{(n+2)!}{(n-3)!}.$$

The source overlap is $I_n=\int_0^\infty r^2S_n(1+1/r)e^{-r}dr$. With $x=2r$ it is

$$I_n=\int_0^\infty\left(\frac{x^4}{32}+\frac{x^3}{16}\right)e^{-x}L^{(5)}_{n-3}(x)\,dx.$$

The generating function $\sum_kL_k^{(5)}(x)s^k=(1-s)^{-6}e^{-xs/(1-s)}$ gives $\sum_ks^k\int x^qe^{-x}L_k^{(5)}dx=q!(1-s)^{q-5}$. For $q=4$ every coefficient is 24; for $q=3$ the coefficient is $6(k+1)=6(n-2)$. Thus $I_n=3/4+3(n-2)/8=3n/8$.

Projecting the equation for $\chi$ on $S_n$ gives $2(n-1)N_nc_n=-2I_n/\sqrt\pi$. Since $\int P_2^2d\Omega=4\pi/5$,

$$\langle\phi|D|\chi\rangle=\frac{4\pi}5\frac2{\sqrt\pi}\sum_nc_nI_n=-\frac85\sum_{n\ge3}\frac{I_n^2}{(n-1)N_n}.$$

Inserting $I_n$ and $N_n$, the binding is $B/B_c=1+C\eta^2+O(\eta^3)$ with

$$C=\frac{72}5\sum_{n\ge3}\frac n{(n-1)^2(n-2)(n+1)(n+2)}.$$

Partial fractions turn each summand into

$$\frac1{6(n-2)}-\frac7{36(n-1)}-\frac1{6(n-1)^2}+\frac1{12(n+1)}-\frac1{18(n+2)}.$$

Collect the simple fractions by their denominator $j$. From $j=5$ onward the coefficients cancel. The terms $j=1,2,3,4$ give $1/6-1/72-1/108+1/72=17/108$. The squared fractions give $-(\pi^2/6-1)/6$. Hence

$$C=\frac{72}5\left(\frac{35}{108}-\frac{\pi^2}{36}\right)=\frac{14}3-\frac{2\pi^2}5\simeq0.7188.$$

Diagonalization at $\eta=\pm0.03$, averaged over the two signs to remove the cubic term, gives 0.7199. The error of the conductivity mass is quadratic in small anisotropy, which is why the belief works well for nearly spherical valleys.

## Silicon and germanium

For a converged binding at finite anisotropy, put $z=\sqrt\gamma\,z'$. The kinetic energy becomes isotropic, and with $r'$ and $\mu'$ the radius and polar cosine in the stretched coordinates,

$$H=-\nabla'^2-\frac2{r'\sqrt{1-(1-\gamma)\mu'^2}}.$$

This Hamiltonian was diagonalized in Laguerre functions times even Legendre polynomials. A separate diagonalization in anisotropic Gaussians, without stretching, gives the same bindings to 0.01 meV: 31.23 meV for silicon and 9.84 meV for germanium.

The inputs are chosen model parameters that only roughly represent the crystals at low temperature. For silicon, $m_t=0.19$, $m_l=0.92$ and $\varepsilon=11.4$, so

$$m_c=\frac3{2/0.19+1/0.92}=0.2583.$$

With $\mathrm{Ry}=13.606$ eV,

$$B_c=\frac{13606\times0.2583}{11.4^2}\ \mathrm{meV}=27.04\ \mathrm{meV}.$$

The best ellipsoid has $t=0.573$. With $\gamma=0.2065$ this gives $K=0.876$ and $P=1.172$, hence $P^2/K=1.57$. Multiplication by $R_t=19.9$ meV gives about 31.2 meV, already close to the converged value. For germanium, $m_t=0.082$, $m_l=1.59$ and $\varepsilon=15.4$.

| Quantity | Si | Ge |
|---|---:|---:|
| spherical binding (meV) | 27.04 | 6.88 |
| ellipsoidal binding (meV) | 31.19 | 9.78 |
| converged binding (meV) | 31.23 | 9.84 |
| spherical/converged (%) | 86.6 | 69.9 |

The missing binding is 4.19 meV in silicon and 2.96 meV in germanium. The relative error is larger in germanium, where $\gamma=0.0516$. One extra shape parameter recovers nearly all of it.

The silicon ellipsoid has half-axes $a=2.37$ nm and $b=1.36$ nm, against a spherical radius of 2.34 nm. Its transverse size hardly changes; the contraction is along the heavy axis. In germanium the half-axes are 6.18 and 2.19 nm against 6.80 nm, so both directions contract.

The second-order formula gives 29.56 meV for silicon, where $\eta=0.3596$, and 7.94 meV for germanium, where $\eta=0.4623$. It recovers about 60 % and 36 % of the missing binding. Neither valley is weakly anisotropic by this measure.

Another average does not repair the argument. The density-of-states mass of one valley, $(m_t^2m_l)^{1/3}$, gives 33.65 meV in silicon and 12.64 meV in germanium, too large by about 8 % and 28 % of the converged values. One can define an equivalent mass that reproduces the ground state, 0.2983 in silicon and 0.1715 in germanium, but it is obtained from the solution and does not replace it. Nothing here shows that it would reproduce the excited levels.

## Comparison with real donors

Measured ground-state binding energies of phosphorus are roughly 45 meV in silicon and 13 meV in germanium. The single-valley values should not be expected to match them, because a real donor has a core that also couples the valleys. The use of $m_c$ distorts this comparison. In silicon it would assign about 18 meV to the core and valley coupling instead of about 14 meV; in germanium, about 6 meV instead of about 3 meV.

A crude core potential illustrates the effect. Let screening fail over a chosen range $\lambda=0.1$ nm:

$$\Delta V=-\frac{e^2}{4\pi\varepsilon_0r}\left(1-\frac1\varepsilon\right)e^{-r/\lambda}.$$

At small $r$ this restores the unscreened attraction. To first order, with the ellipsoidal envelope held fixed, its average lowers the energy by $\Delta=5.59$ meV in silicon and 0.58 meV in germanium. Suppose first that all elements of the core potential among $N$ valleys, diagonal ones included, equal $-\Delta$. The symmetric combination then shifts by $-N\Delta$, while the combinations whose amplitudes sum to zero do not shift. With six and four valleys, the first-order symmetric shifts are 33.56 and 2.31 meV.

Equal elements overstate the coupling. If the Bloch functions are treated as plane waves, an element between valleys separated by a wave vector $q$ is multiplied by roughly $1/(1+q^2\lambda^2)$ (a factor that neglects the decay of the envelope over the range $\lambda$), and here $q\lambda$ is roughly 1 to 2.

These shifts are not predictions, even for this model potential. Holding the envelope fixed is justified only if the core attraction, of scale $e^2(1-1/\varepsilon)/(4\pi\varepsilon_0\lambda)$, is weak compared with the kinetic energy of confinement within $\lambda$, of scale $\hbar^2/(2mm_0\lambda^2)$. With the equivalent masses above for $m$, the two scales are about 13 and 13 eV in silicon and 13 and 22 eV in germanium. The envelope would therefore be drawn into the core, and first-order theory is unreliable in both crystals, even where the shift it gives is small. The range was also chosen, and an envelope is a poor description at 0.1 nm. Because the shift depends strongly on $\lambda$, it cannot settle how the core compares with the mass-averaging error. The rough measured bindings are a better guide: they leave about 14 meV for the core and valley coupling in silicon, more than the 4.19 meV lost by averaging, and about 3 meV in germanium, similar to the 2.96 meV lost there.

The dielectric constant matters too. At fixed masses $B\propto1/\varepsilon^2$, so raising $\varepsilon$ by 3 % lowers the converged binding by 1.79 meV in silicon and 0.56 meV in germanium. Conversely, the spherical formula could be forced to give 31.23 meV in silicon by multiplying $\varepsilon$ by $\sqrt{0.866}\simeq0.93$. Such a fit would hide an error of shape in a screening parameter.

The isolated-donor picture also needs low doping. At $10^{15}$ cm$^{-3}$ the radius of the volume per donor is 62 nm, and the attraction of an electron to an ion at that distance, screened by $\varepsilon$ alone, has the magnitude 2.04 meV in silicon and 1.51 meV in germanium. This is a scale for local disorder, not a correction to be subtracted from $B$.

For dilute, nondegenerate carriers, the equilibrium constant for ionization contains $e^{-B/kT}$. With all else fixed, using $B_c$ at 30 K makes it too large by $e^{4.19/2.585}\simeq5$ in the silicon model and by 3.1 in the germanium model. At 300 K, $kT=25.85$ meV, and the same silicon error changes the factor by only about 18 %. These factors isolate the effect of the mass; a prediction for a real donor must start from its actual ground level and include its valley-split states.

The numerical output lists the remaining values.

## Table of computed values

```
quadratic coefficient C, closed form: 0.71882
quadratic coefficient C, diagonalized: 0.71987
flat limit, ellipsoid (m_t Rydbergs): 3.700
planar ceiling (m_t Rydbergs): 4
chosen core range: 0.1 nm
chosen donor density: 1e+15 cm^-3
thermal energy at 300 K: 25.85 meV
Si: m_t=0.19, m_l=0.92, eps=11.4, valleys=6
Si gamma=0.2065, eta=0.3596
Si conductivity mass: 0.2583 m_e
Si spherical binding: 27.04 meV
Si ellipsoidal binding: 31.19 meV
Si converged binding: 31.23 meV
Si Gaussian-basis binding: 31.23 meV
Si missing binding: 4.19 meV
Si spherical/converged: 86.6 %
Si second-order binding: 29.56 meV
Si equivalent mass: 0.2983 m_e
Si density-of-states mass: 0.3214 m_e
Si binding from that mass: 33.65 meV
Si spherical radius: 2.34 nm
Si ellipsoid a=2.37 nm, b=1.36 nm, b/a=0.573
Si core shift, one valley: 5.59 meV
Si core shift, symmetric state: 33.56 meV
Si loss if eps is 3 % larger: 1.79 meV
Si ion potential at 62.0 nm: 2.04 meV
Si exp(missing/kT) at 30 K: 5.05
Ge: m_t=0.082, m_l=1.59, eps=15.4, valleys=4
Ge gamma=0.0516, eta=0.4623
Ge conductivity mass: 0.1199 m_e
Ge spherical binding: 6.88 meV
Ge ellipsoidal binding: 9.78 meV
Ge converged binding: 9.84 meV
Ge Gaussian-basis binding: 9.84 meV
Ge missing binding: 2.96 meV
Ge spherical/converged: 69.9 %
Ge second-order binding: 7.94 meV
Ge equivalent mass: 0.1715 m_e
Ge density-of-states mass: 0.2203 m_e
Ge binding from that mass: 12.64 meV
Ge spherical radius: 6.80 nm
Ge ellipsoid a=6.18 nm, b=2.19 nm, b/a=0.355
Ge core shift, one valley: 0.58 meV
Ge core shift, symmetric state: 2.31 meV
Ge loss if eps is 3 % larger: 0.56 meV
Ge ion potential at 62.0 nm: 1.51 meV
Ge exp(missing/kT) at 30 K: 3.14
```
